# The mid-bond peak in the Kohn-Sham potential of stretched H₂, part 2

In stretched singlet H₂ the Kohn-Sham (KS) potential $v_s$ has a repulsive peak midway between the nuclei. This part finds $v_s$ for the Heitler-London (HL) density and then turns to the exact state. Atomic units are used. Nuclei A and B lie at $z=-R/2$ and $z=+R/2$, $r_A$ and $r_B$ are the distances from them, $\rho$ is the distance from the axis, and $I_H=\tfrac12$ is the atomic ionization energy.

$$H=-\tfrac12\nabla_1^2+v(\mathbf r_1)+h(2)+\frac1{r_{12}},\qquad h=-\tfrac12\nabla^2+v,\qquad v=-\frac1{r_A}-\frac1{r_B}. \tag{1}$$

The lowest states $\sigma_g$ (energy $E_1$) and $\sigma_u$ of $h$ are split by $\Delta$. The ground state $\Psi=f(\mathbf r_1)\Phi(\mathbf r_2|\mathbf r_1)$ has energy $E_2$, density $n=2f^2$, kinetic energy density $\tau$ and normalized conditional amplitude $\Phi$.

$$v_s=\varepsilon+\frac{\nabla^2 f}{2f}=\varepsilon+\frac{\nabla^2\sqrt n}{2\sqrt n}. \tag{2}$$

$$v_{\rm cond}=\int\frac{\Phi^2}{r_{12}}d\mathbf r_2,\qquad v_{\rm kin}=\tfrac12\int|\nabla_1\Phi|^2d\mathbf r_2,\qquad v_{\rm resp}=\langle\Phi|h|\Phi\rangle-E_1. \tag{6}$$

$$v_s=v+v_{\rm cond}+v_{\rm kin}+v_{\rm resp},\qquad \varepsilon=E_2-E_1=-I_{\rm mol}. \tag{7}$$

$$\tau=|\nabla f|^2+2f^2v_{\rm kin}=\tau_W+n\,v_{\rm kin},\qquad \tau_W=\frac{|\nabla n|^2}{8n}. \tag{8}$$

$$T_c=T-T_s=\int n\,v_{\rm kin}\,d\mathbf r. \tag{9}$$

$$v_c=v_{\rm kin}+v_{\rm resp}+v_{\rm cond}-\tfrac12v_H. \tag{10}$$

Here $T_s=T_W=\int\tau_W$, and $v_H$ is the Hartree potential.

The HL function is $\Psi=u/\sqrt{2(1+S^2)}$, $u=a(1)b(2)+b(1)a(2)$, with $a=e^{-r_A}/\sqrt\pi$, $b=e^{-r_B}/\sqrt\pi$, $\nabla^2a=(1-2/r_A)a$ (likewise $b$), $S=\langle a|b\rangle$ and $K=\langle a|r_A^{-1}|b\rangle=\langle a|r_B^{-1}|b\rangle$.

$$D(\mathbf r_1)=a^2+b^2+2Sab,\qquad n=\frac D{1+S^2},\qquad \Phi=\frac u{\sqrt D}. \tag{13}$$

With $P=a+Sb=\sqrt D\cos\theta$ and $Q=\sqrt{1-S^2}\,b=\sqrt D\sin\theta$,

$$v_{\rm kin}=\tfrac12|\nabla\theta|^2. \tag{15}$$

$$v_{\rm kin}=\frac{(1-S^2)\,|\hat{\mathbf r}_A-\hat{\mathbf r}_B|^2}{8\,[\cosh(r_A-r_B)+S]^2}. \tag{17}$$

On the axis between the nuclei and on the midplane,

$$v_{\rm kin}(z)=\frac{1-S^2}{2(\cosh2z+S)^2},\qquad v_{\rm kin}(\rho)=\frac\lambda2\,\frac{R^2/4}{R^2/4+\rho^2},\qquad \lambda=\frac{1-S}{1+S}. \tag{18}$$

Orbital tails decay as $e^{-\kappa r}$, with $\kappa=1$ for hydrogen. Spheroidal coordinates are $r_A=\tfrac R2(\xi+\eta)$, $r_B=\tfrac R2(\xi-\eta)$, with volume element $(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi$.

### Inversion of the Heitler-London density

The HL function is not an eigenfunction of (1), so the sum rule (7) does not hold for it exactly. Its density still has a KS potential through (2), and this potential can be found in closed form. Let $\varrho=\sqrt D$ and $P+iQ=\varrho e^{i\theta}$. The product rule gives $\nabla^2(\varrho e^{i\theta})=e^{i\theta}[\nabla^2\varrho-\varrho|\nabla\theta|^2+i(2\nabla\varrho\cdot\nabla\theta+\varrho\nabla^2\theta)]$. Multiplying by $P-iQ=\varrho e^{-i\theta}$ and taking the real part,

$$P\nabla^2P+Q\nabla^2Q=\varrho\nabla^2\varrho-\varrho^2|\nabla\theta|^2. \tag{20}$$

The left side is $(a+Sb)(\nabla^2a+S\nabla^2b)+(1-S^2)b\nabla^2b$. The coefficient of $\nabla^2b$ is $Sa+S^2b+b-S^2b=b+Sa$. Define the weights $w_A=a(a+Sb)/D$ and $w_B=b(b+Sa)/D$, which add up to one by (13). With $\nabla^2a=(1-2/r_A)a$ the left side divided by $D$ equals $1-2w_A/r_A-2w_B/r_B$. Dividing (20) by $2D$, using (15), and noting that $\sqrt n\propto\varrho$,

$$\frac{\nabla^2\sqrt n}{2\sqrt n}=\frac12-\frac{w_A}{r_A}-\frac{w_B}{r_B}+v_{\rm kin}. \tag{21}$$

At infinity the last three terms vanish, so the condition $v_s(\infty)=0$ fixes $\varepsilon=-\tfrac12$ for this density, and

$$v_s=v_{\rm kin}-\frac{w_A}{r_A}-\frac{w_B}{r_B},\qquad v_s({\rm mid})=\frac\lambda2-\frac2R. \tag{22}$$

The midpoint value uses $w_A=w_B=\tfrac12$ and $r_A=r_B=R/2$. Near A, where $a\gg b$, the potential is $-1/r_A$, that of an isolated hydrogen atom. Far away it is $-1/r$, as found for the exact case. The weights switch smoothly from one atomic well to the other, and the peak is added by the same function $v_{\rm kin}$ that was obtained from the conditional amplitude.

Whether the midpoint is a maximum of $v_s$ depends on both directions. On the axis, with $L=R/2$, write $w_{B,A}=\tfrac12(1\pm t)$, where $t=w_B-w_A=(b^2-a^2)/D=\sinh2z/(\cosh2z+S)$. Combining the fractions,

$$-\frac{w_A}{L+z}-\frac{w_B}{L-z}=-\frac{L+zt}{L^2-z^2}. \tag{23}$$

The function $t$ is odd and increasing, so $zt$ grows with $|z|$ while the denominator shrinks. The background (23) decreases away from $z=0$, and so does $v_{\rm kin}(z)$. On the midplane $v_s=-1/r+\lambda R^2/(8r^2)$, with derivative $1/r^2-\lambda R^2/(4r^3)$, which at $r=R/2$ is $4/R^2-2\lambda/R$. Since $r$ grows with $\rho^2$, the midpoint is a true local maximum when $\lambda R>2$ and a saddle point when $\lambda R<2$.

### The density without left-right correlation

The doubly occupied bonding orbital $\sigma_g\propto a+b$ has $\sqrt n\propto a+b$. Equation (2) with $\varepsilon=-\tfrac12$ gives directly

$$v_s=-\frac{a/r_A+b/r_B}{a+b},\qquad v_s({\rm mid})=-\frac2R. \tag{24}$$

This is (22) with $S$ formally replaced by 1, since then $D=(a+b)^2$ and $\lambda=0$. There is no peak and the midpoint is a saddle. The difference can be read from the curvature of the density. On the axis $ab$ is constant and $D\propto g=\cosh2z+S$. At $z=0$, where $g'=0$, the relative curvature is $(\sqrt g)''/\sqrt g=g''/(2g)=2/(1+S)$. This tends to 2 for HL, where $\sqrt n\propto\sqrt{\cosh2z}$, and equals 1 for $\sigma_g^2$, where $\sqrt n\propto\cosh z$. On the midplane $\sqrt n\propto e^{-r}$ in both cases with $r\approx L+\rho^2/(2L)$, so each transverse direction contributes $-1/L=-2/R$. Equation (2) then gives $-\tfrac12+\tfrac12[2/(1+S)-4/R]=\lambda/2-2/R$, in agreement with (22). For $S\to0$ the midpoint densities are $a^2+b^2=2a^2$ and $(a+b)^2=4a^2$. The correlated density lacks the interference term $2ab$, because the two positions of electron 1 are tied to orthogonal states of electron 2. A single KS orbital would have this term, and the barrier is what removes it. At $R=10$ bohr a numerical Laplacian of the two densities gives $v_s({\rm mid})=0.298$ hartree (8.11 eV) for HL and $-0.200$ hartree for $\sigma_g^2$.

## Part II. The remaining terms, the exact state and a full CI calculation

Part I supplies the following. The nuclei are at $z=\mp R/2$, $v=-1/r_A-1/r_B$, $h$ is the H₂⁺ Hamiltonian with ground energy $E_1$, and $\Psi=\sqrt{n/2}\,\Phi(\mathbf r_2|\mathbf r_1)$. The exact potential is $v_s=v+v_{\rm cond}+v_{\rm kin}+v_{\rm resp}$ in the gauge $\varepsilon=-I_{\rm mol}$, Eqs. (6) and (7). Further, $n\,v_{\rm kin}=\tau-\tau_W$ and $T_c=\int n\,v_{\rm kin}$, Eqs. (8) and (9), and $v_c=v_{\rm kin}+v_{\rm resp}+v_{\rm cond}-v_H/2$, Eq. (10). For the HL function built from 1s orbitals $a$ and $b$ with overlap $S$ and $K=e^{-R}(1+R)$, $v_{\rm kin}=\tfrac12|\nabla\theta|^2$ has the closed form (17), the midpoint value $\lambda/2$ with $\lambda=(1-S)/(1+S)$, and $v_s({\rm mid})=\lambda/2-2/R$.

### The other terms at the midpoint

To assign the peak to $v_{\rm kin}$, the other terms must be shown to carry none. The potential of a 1s density at distance $r$ from its centre follows from splitting the charge into the shells inside and outside $r$:

$$V_{aa}(r)=\frac1r\int_0^r4s^2e^{-2s}ds+\int_r^\infty4s\,e^{-2s}ds=\frac1r-\left(1+\frac1r\right)e^{-2r}. \tag{25}$$

The first integral is $1-e^{-2r}(1+2r+2r^2)$ and the second is $e^{-2r}(1+2r)$, and the terms $2r\,e^{-2r}$ cancel in the sum. With the reference electron at the midpoint, $a(1)=b(1)$ and (13) gives $\Phi=(a+b)/\sqrt{2(1+S)}$, the bonding combination. Let $V_{ab}$ be the potential of the overlap density $ab$ at the midpoint. Because $ab=e^{-R\xi}/\pi$ with $\xi\ge1$, it is exponentially small. The overlap charge lies along the bond and passes through the midpoint, which gives the leading form $\tfrac12Re^{-R}\ln R$. Its relative corrections fall only as $1/\ln R$: the integral is 1.47 times this form at $R=10$ and 1.09 times at $R=100$, so the form gives the order of $V_{ab}$ and not its value. Then, from $\Phi^2$ and from $n$ in (13),

$$v_{\rm cond}=\frac{V_{aa}+V_{ab}}{1+S},\qquad \tfrac12v_H=\frac{V_{aa}+SV_{ab}}{1+S^2},\qquad V_{aa}=\frac2R-\left(1+\frac2R\right)e^{-R}. \tag{26}$$

Both equal $2/R$ up to exponentially small terms. For the response term use $hb=-\tfrac12b-b/r_A$. This gives $\langle b|h|b\rangle=-\tfrac12-V_{aa}(R)$ and $\langle a|h|b\rangle=-\tfrac12S-K$, so

$$\langle\Phi|h|\Phi\rangle=-\frac12-\frac{V_{aa}(R)+K}{1+S}=-\frac12-\frac1R+\text{exponentially small terms}. \tag{27}$$

The exact $E_1$ describes a hydrogen atom in the field $1/R^2$ of a distant proton. Second-order perturbation theory gives $E_1=-\tfrac12-1/R-\alpha/(2R^4)+\dots$ with $\alpha$ the atomic dipole polarizability. Hence $v_{\rm resp}({\rm mid})=O(R^{-4})$. Collecting the terms with $v({\rm mid})=-4/R$,

$$v_s({\rm mid})=-\frac4R+\frac2R+I_H+\dots=I_H-\frac2R+\dots,\qquad v_c({\rm mid})=v_{\rm kin}({\rm mid})+\dots\to I_H, \tag{28}$$

where the dots stand for $O(R^{-4})$ and exponentially small terms. The sum agrees with the inverted HL potential (22) to that order. In $v_c$ the two $2/R$ terms cancel, so the correlation potential at the midpoint approaches $I_H$ with no $1/R$ correction, and all of the limit comes from $v_{\rm kin}$. The total $v_s$ reaches $I_H$ only slowly, as $-2/R$.

None of the other terms has a narrow structure of order one near the midplane. For $S\to0$, $\Phi=\cos\theta\,b+\sin\theta\,a$, so $v_{\rm cond}\approx\cos^2\theta/r_B+\sin^2\theta/r_A$, which stays of order $2/R$. The expectation value $\langle\Phi|h|\Phi\rangle$ is independent of $\theta$ up to exponentially small terms, because $\langle a|h|a\rangle=\langle b|h|b\rangle$ in a homonuclear molecule.

### A finite peak with a vanishing energy

By (13) and (17), $n\,v_{\rm kin}=\frac{1-S^2}{2(1+S^2)}\,ab\,\frac{ab}D\,|\hat{\mathbf r}_A-\hat{\mathbf r}_B|^2$, with $ab/D=1/[2(\cosh R\eta+S)]$ because $r_A-r_B=R\eta$. The law of cosines in the triangle with sides $r_A$, $r_B$, $R$ gives $\hat{\mathbf r}_A\cdot\hat{\mathbf r}_B=(r_A^2+r_B^2-R^2)/(2r_Ar_B)=(\xi^2+\eta^2-2)/(\xi^2-\eta^2)$. Therefore $|\hat{\mathbf r}_A-\hat{\mathbf r}_B|^2(\xi^2-\eta^2)=2(\xi^2-\eta^2)-2(\xi^2+\eta^2-2)=4(1-\eta^2)$. The $\xi$ integral is $A_0=e^{-R}/R$, and the constants multiply to $\tfrac12\cdot\tfrac{R^3}4\cdot\tfrac1R\cdot\tfrac42=R^2/4$:

$$T_c^{\rm HL}=\frac{1-S^2}{1+S^2}\,\frac{R^2e^{-R}}4\int_{-1}^1\frac{1-\eta^2}{\cosh R\eta+S}\,d\eta\;\simeq\;\frac{\pi R}4\,e^{-R}. \tag{29}$$

The last form is the leading term at large $R$, where the integrand is confined to $|\eta|\sim1/R$ and $\int_{-\infty}^\infty{\rm sech}\,t\,dt=\pi$. The same quantity is $T-T_W$. Here $T=2\langle\Psi|{-\tfrac12\nabla_1^2}|\Psi\rangle=2(T_{aa}+S\,T_{ab})/(1+S^2)$. From $-\tfrac12\nabla^2b=(-\tfrac12+1/r_B)b$ and $\langle1/r\rangle=1$ follow $T_{aa}=\tfrac12$ and $T_{ab}=-\tfrac12S+K$. At $R=6$, 8 and 10 bohr, $T_c^{\rm HL}$ is 0.010518, 0.002013 and 0.000347 hartree. At $R=10$, for example, $T-T_W=0.999994-0.999647=0.000347$. The successive ratios are 0.191 and 0.172, against $\tfrac86e^{-2}=0.180$ and $\tfrac{10}8e^{-2}=0.169$ from the leading form. The values themselves approach the leading form from below: it gives 0.01168, 0.00211 and 0.000357, and the factor $1-\eta^2$, the term $S$ in the denominator, the finite range of $\eta$ and the prefactor in (29) all reduce $T_c^{\rm HL}$. The relative deficit shrinks as $R$ grows, which is why the ratios lie above their asymptotic values. The peak costs no energy in the limit because it is weighted by a density that vanishes as $e^{-R}$. The exponential law belongs to the HL function. The true state also has dispersion correlation between the atoms, which is expected to add terms that fall as a power of $R$ and which was not computed here.

### Beyond Heitler-London

The midpoint lies in the tail of both atoms, where a variationally good function can be wrong in relative terms, so the HL result needs separate support. Let $\tilde a$ and $\tilde b$ be the localized orthonormal combinations $(\sigma_g\pm\sigma_u)/\sqrt2$ of the two lowest exact states of H₂⁺, and let $\chi_k$ be the higher states, with excitation energies $\omega_k$ of order one. The exact function can be expanded as

$$\Psi=A(\mathbf r_1)\,\tilde b(2)+B(\mathbf r_1)\,\tilde a(2)+\sum_kg_k(\mathbf r_1)\,\chi_k(2). \tag{30}$$

Projecting $H\Psi=E_2\Psi$ on $\tilde b(2)$, with $\langle\tilde b|h|\chi_k\rangle=0$,

$$\left[-\tfrac12\nabla^2-\frac1{r_A}+\Delta V-\epsilon\right]A=-\langle\tilde b|h+r_{12}^{-1}|\tilde a\rangle B-\sum_k\langle\tilde b|r_{12}^{-1}|\chi_k\rangle g_k, \tag{31}$$

$$\Delta V=-\frac1{r_B}+\langle\tilde b|r_{12}^{-1}|\tilde b\rangle,\qquad \epsilon=E_2-\langle\tilde b|h|\tilde b\rangle. \tag{32}$$

The orders of the terms are counted with $d=r_B$, which is $R/2$ at the midpoint. First, $\epsilon=-\tfrac12+O(R^{-4})$, since $E_2=-1-1/R$ up to dispersion and overlap terms and $\langle\tilde b|h|\tilde b\rangle$ differs from $E_1$ by $\Delta/2$. Second, $\Delta V$ is the field of a neutral atom. For a spherical 1s cloud it is $-(1+1/d)e^{-2d}$ by (25). The orbital $\tilde b$ carries a dipole of order $R^{-2}$ induced by nucleus A, which adds a term of order $R^{-2}d^{-2}$. Third, the matrix element that multiplies $B$ connects orbitals on different centres and is of overlap size. It drives an admixture of $B$-like shape into $A$, which is the ionic configuration with both electrons on B. At the midpoint $|A|=|B|$, so the relative change is of overlap size. Fourth, the coupling to $\chi_k$ is a dipole term of order $d^{-2}$. It gives $g_k/A\sim d^{-2}/\omega_k$, and the back-reaction in (31) is of order $d^{-4}$. To leading order $A$ thus obeys the hydrogen atom equation, and $A\propto a$.

A perturbation $\delta V$ changes the logarithmic derivative $u=A'/A$ of a decaying tail only locally. Along the axis, treated as a one-dimensional problem, $u'+u^2=2(V-\epsilon)$ linearizes to $\delta u'+2u\,\delta u=2\delta V$. The integrating factor is $A^2$, because $(A^2\delta u)'=A^2(\delta u'+2u\,\delta u)$, and the decaying solution is

$$\delta u(x)=-\frac2{A^2(x)}\int_x^\infty\delta V\,A^2\,dx'. \tag{33}$$

The weight $A^2$ falls off over a length $1/(2\kappa)$. The core of atom B, where $\delta V$ is of order one, enters with the exponentially small weight $e^{-\kappa R}$, and $\delta u$ at the midpoint is of the order of the local $\delta V$, namely $R^{-4}$. If the $g_k$ are dropped, $\Phi=\cos\theta\,\tilde b+\sin\theta\,\tilde a$ with $\tan\theta=B/A$ and $\theta'=(AB'-BA')/(A^2+B^2)$. Reflection symmetry gives $B=A$ on the whole midplane, so the transverse gradient of $\theta$ vanishes, and $B'=-A'$ along $z$. Hence

$$v_{\rm kin}({\rm mid})=\frac12\left(\frac{A'}A\right)^2_{\rm mid}+\text{contributions of the }g_k. \tag{34}$$

The components $g_k/\sqrt{A^2+B^2}$ of $\Phi$ are of order $R^{-2}$. Across the midplane they switch between excited states of B and excited states of A at a rate of order $\kappa$, like the main channels, so their gradients are also of order $R^{-2}$. Their direct contribution to $v_{\rm kin}$ is therefore of order $R^{-4}$, the same order as the weight $g_k^2/A^2$ taken from the two main channels. The conclusion is $v_{\rm kin}({\rm mid})=I_H+O(R^{-4})+{}$terms of overlap size. This is order counting without error bounds, and the coefficients are not derived.

The potential of the Heitler-London density contains the peak $v_{\rm kin}$, the other terms add no narrow structure of order one, and order counting without error bounds gives $v_{\rm kin}({\rm mid})=I_H+O(R^{-4})$ plus terms of overlap size for the exact state. What remains is to treat other one-electron fragments, to check the result numerically in a one-dimensional model and in H₂, and to state the conditions under which it changes.
